# Threshold jump from one trapped electron in a small two-dimensional transistor

**Question**

I am trying to estimate how much the threshold voltage of a small transistor jumps when one electron is captured at the interface between the channel and the gate insulator. The channel is two-dimensional and n-type, 100 nm long and 20 nm wide, and the gate-insulator capacitance is 2 µF/cm².

I know that voltage is charge divided by capacitance, but three things stop me. The electron sits at one point, so why may I use the capacitance of the whole channel? Should I put the channel's quantum capacitance in series with the insulator? And once I have a voltage, what does it say about the jump in current?

**Answer**

Take the threshold to be the gate voltage at which the mean density of mobile electrons reaches a chosen value. The jump is then the extra gate voltage that brings this density back after the capture.

**Charge balance**

Let \(q>0\) be the elementary charge, \(C\) the insulator capacitance per area, \(A\) the channel area, \(n\) the number of mobile electrons per area and \(N_t\) the number of trapped electrons per area. The gate voltage is \(V_G\) and the channel potential is \(\psi\). I measure both so that at \(V_G=\psi=0\) the band edge lies at the Fermi level, apart from the charge in the channel. The positive charge on the gate balances the electrons:

\[
C(V_G-\psi)=q(n+N_t).
\]

Treat the trapped charge for now as spread evenly over the channel. Before capture \(N_t=0\), and after it \(N_t=1/A\). The density \(n\) depends on \(\psi\) alone, so holding \(n\) fixed also holds \(\psi\) fixed. The two balances are

\[
C(V_1-\psi)=qn,\qquad C(V_2-\psi)=qn+\frac{q}{A}.
\]

Subtracting the first from the second removes \(\psi\) and \(n\):

\[
\Delta V=V_2-V_1=\frac{q}{CA}.
\]

The sign is positive: a trapped electron repels the mobile ones, and the gate must become more positive to restore them. The quantum capacitance describes how \(n\) changes with \(\psi\). Neither changes here, so it does not enter. The capacitance you need is that of the insulator alone.

**The number**

Since 100 nm is \(10^{-5}\) cm and 20 nm is \(2\times10^{-6}\) cm,

\[
A=2.0\times10^{-11}\ \text{cm}^2,
\]

\[
CA=(2.0\times10^{-6})(2.0\times10^{-11})\ \text{F}=4.0\times10^{-17}\ \text{F}.
\]

Therefore

\[
\Delta V=\frac{1.602\times10^{-19}\ \text{C}}{4.0\times10^{-17}\ \text{F}}
=4.0\ \text{mV}.
\]

In atomic units \(q=1\) and the formula is \(\Delta V=1/(CA)\). The total capacitance is 6794 atomic units, so the jump is \(1.472\times10^{-4}\) hartree per elementary charge, which is the same 4.0 mV.

The jump grows as the area shrinks. Halving both sides at fixed \(C\) divides \(A\) by four and raises the jump to 16 mV. If the trap captures and releases its electron repeatedly, the threshold switches between two values separated by \(\Delta V\). This is random telegraph noise.

**Why a point charge may use the whole area**

Put the gate at \(z=0\) and the interface at \(z=d\), with the substrate beyond it. Assume that no electric flux leaves through the side walls or the bottom of the substrate. Let \(\delta\phi\) be the change of potential caused by the trapped electron at fixed gate voltage and fixed mobile charge. For an electron at \((x_0,y_0,z_t)\), Poisson's equation reads

\[
\nabla\cdot(\varepsilon\nabla\delta\phi)
=q\,\delta(x-x_0)\,\delta(y-y_0)\,\delta(z-z_t).
\]

The right side is positive because the charge is \(-q\) and Poisson's equation has a minus sign. Now average over the channel area. The permittivity depends on \(z\) alone, so the lateral terms integrate to the flux through the side walls, which is zero. With a bar for the average,

\[
\frac{d}{dz}\left(\varepsilon\frac{d\overline{\delta\phi}}{dz}\right)
=\frac{q}{A}\,\delta(z-z_t).
\]

The lateral position has disappeared. Beyond the trap the averaged flux is constant, and it vanishes at the bottom, so it is zero there. Integrating across the trap then gives the slope on the gate side:

\[
0-\varepsilon_{\rm ox}\frac{d\overline{\delta\phi}}{dz}=\frac{q}{A}
\quad\Rightarrow\quad
\frac{d\overline{\delta\phi}}{dz}=-\frac{q}{\varepsilon_{\rm ox}A}.
\]

The gate fixes \(\overline{\delta\phi}(0)=0\). The mean potential falls linearly up to \(z_t\) and stays flat from there to the interface. Writing \(z_t=d-s\) and \(C=\varepsilon_{\rm ox}/d\),

\[
\overline{\delta\phi}(d)=-\frac{q(d-s)}{\varepsilon_{\rm ox}A}
=-\frac{q}{CA}\left(1-\frac{s}{d}\right).
\]

At fixed mobile charge, raising the gate by some voltage raises the potential everywhere by that voltage. An interface trap, \(s=0\), therefore needs \(q/(CA)\) to restore the mean potential. A trap halfway through the insulator needs half of that, 2.0 mV, and a trap at the gate needs nothing.

Restoring the mean potential also restores the mean density when \(q|\delta\phi|\ll kT\) everywhere, because the density then changes in proportion to the potential. Close to a whole electron this condition fails. Far below threshold the density varies as \(e^{q\psi/kT}\), and the mean of an exponential is at least the exponential of the mean. The mean density then falls by less than the mean potential suggests, and the gate voltage that restores it is smaller than \(q/(CA)\). For the trap at the channel centre modelled below, it is about 2.8 mV. The simple formula is thus exact for evenly spread charge and an estimate for a point charge.

**What happens to the carriers at fixed gate voltage**

Now \(\psi\) does move, and the quantum capacitance \(C_q=q\,dn/d\psi\) matters. For a small change the charge balance gives

\[
-C\,\delta\psi=q\,\delta n+\frac{q}{A}
=C_q\,\delta\psi+\frac{q}{A}.
\]

Collecting the terms in \(\delta\psi\),

\[
\delta\psi=-\frac{q}{A(C+C_q)}=-\Delta V\,\frac{C}{C+C_q},
\qquad
-A\,\delta n=\frac{C_q}{C+C_q}.
\]

The last expression is the number of mobile electrons lost.

Far below threshold \(C_q\ll C\), so \(\psi\) falls by the full \(\Delta V\). There \(n\propto e^{q\psi/kT}\), and with \(kT/q=25.85\) mV at 300 K,

\[
\frac{n_{\rm after}}{n_{\rm before}}
=\exp\left(-\frac{4.005}{25.85}\right)=0.856.
\]

For evenly spread trapped charge the carrier density drops by 14 percent. If the mobility is unchanged, so does the current.

Above threshold we need the density of states. Each of \(g_v\) valleys with effective mass \(m\) contributes \(m/(\pi\hbar^2)\) states per area and energy, spin included. With \(D=g_vm/(\pi\hbar^2)\), integrating the Fermi function over energy gives

\[
n=D\,kT\ln\left(1+e^{q\psi/kT}\right),
\qquad
C_q=\frac{q^2D}{1+e^{-q\psi/kT}}.
\]

I take \(m=0.5\) electron masses and \(g_v=2\), rough values for monolayer MoS₂. Solving the charge balance numerically at \(V_G=0.5\) V gives 126 mobile electrons and \(C_q=29.6\) µF/cm². The trapped electron then displaces

\[
\frac{29.6}{2.0+29.6}=0.94
\]

of a mobile electron, or 0.74 percent of those present. The same 4.0 mV jump is thus a large relative disturbance below threshold and a small one well above it.

**When the average gives the current**

Write \(u=-\delta\phi>0\) for the size of the potential disturbance at the interface. Let the sheet conductivity change from a uniform \(\sigma_0\) to \(\sigma_0+\delta\sigma\). For a voltage \(V\) between source and drain, with local voltage \(v\), the dissipated power is

\[
GV^2=\int\sigma|\nabla v|^2\,dx\,dy.
\]

Its first-order change is

\[
V^2\,\delta G=\int\delta\sigma|\nabla v|^2\,dx\,dy
+2\int\sigma\nabla v\cdot\nabla\delta v\,dx\,dy.
\]

Integrate the second term by parts. It vanishes because current is conserved, \(\delta v=0\) at the contacts and no current crosses the side edges. In the uniform channel \(|\nabla v|=V/L\) and \(G_0=\sigma_0W/L\), where \(L\) and \(W\) are its length and width. Hence

\[
\frac{\delta G}{G_0}=\frac{1}{A}\int\frac{\delta\sigma}{\sigma_0}\,dx\,dy
\approx-\frac{q\bar u}{kT}=-\frac{q\,\Delta V}{kT}.
\]

The middle step uses \(\sigma=\sigma_0e^{-qu/kT}\), valid far below threshold, and requires \(qu\ll kT\) everywhere. Under that condition the current responds as if the threshold had moved by \(q/(CA)\).

A whole electron breaks the condition close to its site. To see by how much, expand its charge in cosine modes of lateral wavenumber \(k\). The disturbance varies as \(\sinh kz\) in the insulator and as \(\cosh k(d+t-z)\) in a substrate of thickness \(t\). Matching the flux at the interface to the charge in each mode gives the mode's potential as charge density divided by

\[
K(k)=\varepsilon_{\rm ox}k\coth kd+\varepsilon_{\rm sub}k\tanh kt.
\]

As \(k\to0\), \(K\to\varepsilon_{\rm ox}/d=C\), which is the averaged result again. The other modes make the potential uneven.

I take relative permittivities of 18 for the insulator and 3.9 for the substrate, rough values for hafnium oxide and silica. Then \(d=\varepsilon_{\rm ox}/C=7.97\) nm, and I set \(t=2.5d\). The charge is smeared with a Gaussian radius of 0.3 nm to avoid a singular point. For a trap at the channel centre, summing the modes gives \(u=58\) mV at 2 nm along the channel and 5.8 mV at 10 nm. The first value exceeds \(kT/q\), so the first-order rule cannot be trusted near the trap.

I therefore put \(\sigma_0e^{-qu/kT}\) on a network of 0.5 nm resistor cells and solved for \(G\) numerically. The equivalent gate shift is \(-(kT/q)\ln(G/G_0)\). It is 4.3 mV for a trap at the centre and 3.6 mV for one midway along a side edge. These lie about 8.5 percent above and 10 percent below the average value. The mean potential shift is the same in both cases, but the current is not.

These two figures are classical estimates, and they depend on the smearing: a radius of 2 nm instead of 0.3 nm raises them to about 4.7 and 3.9 mV. The thermal wavelength \(h/\sqrt{2\pi mkT}\) is 6.1 nm, so electrons do not follow the sharp central part of the potential as the network assumes.

**How this compares with a real transistor**

The parameters roughly describe a monolayer MoS₂ channel under about 8 nm of hafnium oxide. The model leaves out the layer's own in-plane polarizability. A rough screening length \(r_0\) of 4 nm adds \(2\varepsilon_0r_0k^2\) to \(K(k)\). This leaves the mean shift \(q/(CA)\) unchanged but moves the two network shifts to about 4.5 and 3.7 mV. With 0.5 V across the insulator, the field is \(0.5\ \text{V}/7.97\ \text{nm}=0.63\) MV/cm, below a rough breakdown field of several MV/cm. For direct tunnelling I take a rough 2.0 eV barrier, lowered everywhere to 1.5 eV to allow for the applied voltage, and a tunnelling mass \(m_t\) of 0.2 electron masses. The estimate \(\exp(-2d\sqrt{2m_tE_b}/\hbar)\), with \(E_b=1.5\) eV, is about \(10^{-19}\). It says nothing about leakage through defects.

The assumption of no flux through the side walls fails if the gate, insulator and substrate extend well beyond the channel's long sides. Part of the trap's potential then falls outside the channel. With the end walls still closed, the mean potential shift drops to about 3.2 mV for a trap at the centre and 1.9 mV for one midway along a side edge.

Real source and drain contacts break the same assumption at the end walls. As a strong version of their screening, I replaced the two end walls by grounded planes of full height. The modes along the channel become sines, and averaging them over the area leaves

\[
\bar u=\frac{q}{A}\sum_{p\ \rm odd}\frac{4}{p\pi}\,
\frac{\sin(p\pi x_0/L)}{K(p\pi/L)}.
\]

For a trap near mid-channel this gives 3.96 mV, close to the simple result. For a trap 5.6 nm from a contact it gives 2.6 mV. These are mean potential shifts, not current steps.

Real channels are also not uniform before capture. The first-order formula then weights each place by its share of the dissipated power. If that power were spread evenly over half the area, and the trap's potential lay within that half, the step would be about \(q/(CA/2)=8\) mV. In this stack the condition nearly holds for the central half of the length, which gives 7.7 mV. It fails for a path of half the width, because the potential spreads beyond it, and the first-order step is then about 5.5 to 6.2 mV. A trap outside the current path would matter less. So 4.0 mV is the threshold jump for evenly spread trapped charge when no flux leaves through the walls, and the step in one particular device depends on where its trap and its current path lie.

Numbers in the example were calculated in double precision.
